# The hydrogen electron's field at the proton and the EPR doublet

**Question**

I am trying to reconcile three numbers for the hydrogen atom. The 1s electron is said to produce a magnetic field of 16.7 T at the proton. The two EPR lines of atomic hydrogen are said to be only 50.7 mT apart. Finally, there is a conversion factor of 52.4 T per atomic unit of spin density at the nucleus.

If the hyperfine field is 16.7 T, why aren't the lines separated by 16.7 T, or by twice that? I also don't see how to get the 52.4 T. The dipole field goes as $1/r^3$, so at the position of the nucleus I get either infinity or, after averaging over angles, zero. Where does a finite field come from, and which of these numbers is "the" hyperfine field?

**Answer**

The 16.7 T acts on the proton, whereas an EPR spectrum is plotted against the field acting on the electron. The same interaction energy is divided by two very different magnetic moments. To see this with all factors in place, start with the field at the proton.

### Conventions

I take $\mathbf S$ and $\mathbf I$ as dimensionless spins, and $g$ and $g_p$ as positive numbers. The moments are

$$\mathbf m_e=-g\mu_B\mathbf S,\qquad \mathbf m_p=+g_p\mu_N\mathbf I .$$

For spin projections $\pm\tfrac12$ their sizes are $\mu_e=g\mu_B/2$ and $\mu_p=g_p\mu_N/2$. The electron is nonrelativistic and the proton is a point. Fields are in tesla, because the atomic unit of field is inconveniently large here.

### The field at the centre of a magnetized cloud

Let the electron have a definite spin direction and a spherical, normalized density $f(r)$. Its moment is spread out as a magnetization $\mathbf M=m f(r)\hat{\mathbf z}$, where $m$ is the $z$ component of the moment. An s state has no orbital current, so the only current is that of the magnetization:

$$\mathbf J=\nabla\times\mathbf M=m\,\nabla f\times\hat{\mathbf z}
=m f'(r)\,\hat{\mathbf r}\times\hat{\mathbf z}
=-m f'(r)\sin\theta\,\hat{\boldsymbol\varphi}.$$

The density falls outwards in the 1s state, so $f'<0$ and the current circulates in the positive sense about the moment. The Biot–Savart law at the origin reads

$$\mathbf B(0)=\frac{\mu_0}{4\pi}\int \frac{\mathbf J\times(-\mathbf r)}{r^3}\,d^3r .$$

Here $\hat{\boldsymbol\varphi}\times(-\hat{\mathbf r})=-\hat{\boldsymbol\theta}$, whose $z$ component is $+\sin\theta$. The components perpendicular to $z$ cancel on integrating over $\varphi$. With $d^3r=r^2\,dr\,d\Omega$, the factor $r^2$ cancels the $1/r^2$ of Biot–Savart:

$$B_z(0)=\frac{\mu_0 m}{4\pi}
\underbrace{\int\sin^2\theta\,d\Omega}_{8\pi/3}\;
\underbrace{\int_0^\infty(-f')\,dr}_{f(0)}
=\frac23\,\mu_0\,m\,f(0). \tag{1}$$

The angular integral is $2\pi\int_{-1}^{1}(1-c^2)\,dc=2\pi\cdot\tfrac43$, and the radial one uses $f(\infty)=0$.

This resolves the "infinity or zero" problem. The angular average of the dipole field vanishes for parts of the cloud that lie away from the proton, but the proton also sits inside magnetized matter. The current description includes that contribution automatically, and every integral in it is finite. Only the density at the centre survives, because the radial integrand is a total derivative.

Equation (1) was tested by taking the curl numerically and doing the Biot–Savart integral by quadrature, for the 1s density and for the 2s density, which has a node. The 1s factor came out as 0.666667.

### Where 52.4 T comes from

With several electrons, each spin-up electron contributes $-g\mu_B/2$ to the moment and each spin-down electron $+g\mu_B/2$. What counts is therefore the spin density $\rho_s=\rho_\uparrow-\rho_\downarrow$. If it is spherical, equation (1) gives

$$B_z(0)=-\frac23\,\mu_0\,\frac g2\,\mu_B\,\rho_s(0). \tag{2}$$

The minus sign says that the field is opposite to the local spin at the nucleus, hence parallel to the local electron moment. For hydrogen $\rho_s(0)>0$, so the field is opposite to the electron spin. With several electrons, spin polarization can make $\rho_s(0)$ negative, as at the protons of the methyl radical, and the field then points along the net spin. From here on $B$ means the size of this field.

The atomic unit of spin density is one electron per $a_0^3$. Setting $g=2$,

$$\frac{B}{\rho_s(0)}=\frac23\,\frac{\mu_0\mu_B}{a_0^3}
=\frac23\cdot\frac{(1.25664\times10^{-6})(9.27401\times10^{-24})}{(5.29177\times10^{-11})^3}\ \text{T}
=52.43\ \text{T}.$$

The same result follows in Hartree units. There $4\pi\varepsilon_0=1$ and $c=1/\alpha$, so $\mu_0=1/(\varepsilon_0c^2)=4\pi\alpha^2$. Also $\mu_B=e\hbar/2m_e=\tfrac12$. Hence

$$\frac{B}{\rho_s(0)}=\frac23\,(4\pi\alpha^2)\,\frac12=\frac{4\pi}{3}\alpha^2=2.2306\times10^{-4}$$

atomic units of field. One such unit is $\hbar/(ea_0^2)=2.3505\times10^5$ T, and the product is again 52.43 T.

The quoted constant therefore belongs to $g=2$. With the free-electron value $g=2.002319$ it becomes 52.49 T. A spin density that is not spherical can add a dipolar field, which this constant doesn't contain.

### The 1s field

For a fixed proton the 1s density is $f(r)=Ce^{-2r/a_0}$. Normalization requires

$$1=4\pi C\int_0^\infty r^2e^{-2r/a_0}\,dr=4\pi C\,\frac{a_0^3}{4}=\pi a_0^3\,C,$$

so $f(0)=1/(\pi a_0^3)$, or 0.31831 in atomic units. With $g=2$ the field is $52.43\times0.31831=16.69$ T.

Two small refinements each change this field by between 0.1 % and 0.2 % of its value, in opposite directions. The first is the free-electron $g$. It raises the field at the proton but does not affect the high-field EPR doublet: the coupling $A$ derived below is proportional to $g$, so $g$ cancels in $A/(g\mu_B)$. The second is the motion of the proton: the relative motion has the reduced mass $m_r=m_e/(1+m_e/m_p)$, and the Bohr radius scales as $1/m_r$. The density at contact is then multiplied by

$$\left(\frac{m_r}{m_e}\right)^3=\frac{1}{(1+5.44617\times10^{-4})^3}=0.998368 .$$

With both refinements,

$$B=52.491\times0.317790\ \text{T}=16.68\ \text{T}.$$

All these versions round to 16.7 T. The number refers to an electron with $m_s=+\tfrac12$ or $-\tfrac12$; between these two states the field reverses.

### From a field to a coupling constant

Equation (1) is linear in the electron moment, so it holds for each component, and the moment may be replaced by its operator. The field operator at the proton is $-\tfrac23\mu_0g\mu_Bf(0)\,\mathbf S$. The energy of the proton moment in it is

$$-\mathbf m_p\cdot\mathbf B
=-(g_p\mu_N\mathbf I)\cdot\left(-\tfrac23\mu_0g\mu_Bf(0)\,\mathbf S\right)
=A\,\mathbf S\cdot\mathbf I,$$

$$A=\frac23\,\mu_0\,g\mu_B\,g_p\mu_N\,f(0). \tag{3}$$

The two minus signs make $A$ positive. Now compare with the size of the field, $B=\tfrac13\mu_0g\mu_Bf(0)$:

$$A=2\,g_p\mu_N\,B. \tag{4}$$

The factor 2 appears because $B$ belongs to $|m_s|=\tfrac12$, while $A$ multiplies the full spin operator.

For hydrogen $A/h=1420.5$ MHz. If the electron is held at $m_s=\tfrac12$ and the proton is flipped, the term $Am_sm_I$ changes by $A/2$, which corresponds to 710.2 MHz. This is the frequency at which a proton would resonate in 16.68 T. The large field is thus real, and it sets the frequency scale when the proton spin is the one being flipped. In an applied field the two proton-flip lines are pushed to either side of this value by the proton's own Zeeman energy and by the mixing of the antiparallel states treated below. At 311.60 mT they lie at 639.7 MHz ($m_s=+\tfrac12$) and 780.8 MHz ($m_s=-\tfrac12$), and it is their mean that equals 710.2 MHz.

### What the EPR spectrometer measures

In an applied field $B_0$ along $z$ the Hamiltonian is

$$H=g\mu_BB_0S_z-g_p\mu_NB_0I_z+A\,\mathbf S\cdot\mathbf I .$$

When $g\mu_BB_0\gg A$, the electron Zeeman energy dominates. The part $S_xI_x+S_yI_y$ flips the two spins in opposite directions. It connects states that are far apart in energy and can be dropped at leading order, which leaves $A\,S_zI_z$.

The microwave field acts on the electron through a component such as $S_x$. This operator doesn't touch the proton spin, so $m_I$ stays fixed while $m_s$ goes from $-\tfrac12$ to $+\tfrac12$. The proton Zeeman energy then cancels in the difference, and resonance occurs when

$$h\nu=g\mu_BB_0+A\,m_I .$$

The frequency is fixed and the field is swept, so solve for the field:

$$B_0(m_I)=\frac{h\nu-A\,m_I}{g\mu_B}.$$

The two lines, $m_I=-\tfrac12$ and $m_I=+\tfrac12$, are separated by

$$\Delta B=\frac{A}{g\mu_B}=\frac{2g_p\mu_N}{g\mu_B}\,B=\frac{2\mu_p}{\mu_e}\,B. \tag{5}$$

The second equality is equation (4). The electron moment is 658.21 times the proton moment, so

$$\Delta B=\frac{2\times16.681\ \text{T}}{658.21}=50.69\ \text{mT}.$$

The hyperfine energy is the same in both descriptions. Expressed as a field on the weak proton moment it needs many tesla; expressed as a field on the strong electron moment it needs millitesla. The ratio $B/\Delta B=\mu_e/(2\mu_p)=329.1$ contains no density at all.

The reduced mass is needed for the quoted digits. A fixed proton would give $A/h=1422.8$ MHz and a doublet of 50.77 mT, which rounds to 50.8 mT.

### The field that the electron feels

One may also ask directly what average field the proton produces over the electron cloud. Let $\mathbf a$ be the vector potential of the proton, so its field is $\mathbf B_p=\nabla\times\mathbf a$. The interaction energy is

$$E=-\int\mathbf M\cdot(\nabla\times\mathbf a)\,d^3r=-\int(\nabla\times\mathbf M)\cdot\mathbf a\,d^3r=-\int\mathbf J\cdot\mathbf a\,d^3r .$$

The step in the middle uses $\nabla\cdot(\mathbf a\times\mathbf M)=\mathbf M\cdot(\nabla\times\mathbf a)-\mathbf a\cdot(\nabla\times\mathbf M)$. The divergence integrates to a surface term, which vanishes because $\mathbf M$ decays exponentially. To avoid a singularity, think of the proton as a very small magnetized sphere, and let its radius go to zero at the end.

Outside the sphere $\mathbf a=(\mu_0/4\pi)\,\mathbf m_p\times\mathbf r/r^3$. The inside contributes nothing in the limit, since $\mathbf J$ is finite and $|\mathbf a|\,r^2$ doesn't diverge. With $\mathbf J\cdot(\mathbf m_p\times\mathbf r)=\mathbf m_p\cdot(\mathbf r\times\mathbf J)$ and $\mathbf r\times\mathbf J=\mathbf J\times(-\mathbf r)$,

$$E=-\mathbf m_p\cdot\frac{\mu_0}{4\pi}\int\frac{\mathbf J\times(-\mathbf r)}{r^3}\,d^3r=-\mathbf m_p\cdot\mathbf B(0).$$

"Electron moment in the proton's field" and "proton moment in the electron's field" are therefore two names for one energy. Counting both would double it. Dividing by the electron moment instead of the proton moment gives the average proton field

$$\bar B_p=\frac23\,\mu_0\,\mu_p\,f(0)=\frac{\mu_p}{\mu_e}B=\frac{16.681\ \text{T}}{658.21}=25.34\ \text{mT}.$$

It points along the proton moment. A proton with spin up adds 25.34 mT to the applied field, so its line appears at a lower setting of the magnet. A proton with spin down subtracts the same amount. The doublet is $2\bar B_p=50.69$ mT, in agreement with (5).

The factor $\tfrac23$ was also tested from this side, by averaging the field of a small magnetized sphere over the 1s cloud and extrapolating to zero radius. The result, 0.66663, agrees with $\tfrac23$ to within 0.01 % of its value.

### A real microwave frequency

The value 50.69 mT is the high-field limit. To see how good it is, keep the whole of $A\,\mathbf S\cdot\mathbf I$ but drop the small proton Zeeman term. Write $x=g\mu_BB_0$ and $\epsilon=h\nu$. The states with parallel spins have energies

$$E_{\uparrow\uparrow}=\frac x2+\frac A4,\qquad E_{\downarrow\downarrow}=-\frac x2+\frac A4 .$$

The two antiparallel states, with the electron spin named first, are mixed by the matrix

$$\begin{pmatrix}x/2-A/4&A/2\\A/2&-x/2-A/4\end{pmatrix},\qquad
E_\pm=-\frac A4\pm\frac12\sqrt{x^2+A^2}.$$

The proton-up line has energy $E_{\uparrow\uparrow}-E_-$ and the proton-down line $E_+-E_{\downarrow\downarrow}$. With $s=+1$ for proton up and $s=-1$ for proton down, both conditions read

$$\epsilon=\frac12\left[x+sA+\sqrt{x^2+A^2}\right].$$

Put $q=2\epsilon-sA$, isolate the root as $\sqrt{x^2+A^2}=q-x$, and square. The $x^2$ cancels:

$$x_s=\frac{q^2-A^2}{2q}=\frac{2\epsilon(\epsilon-sA)}{2\epsilon-sA},$$

because $q^2-A^2=4\epsilon^2-4s\epsilon A$. The separation of the lines is

$$x_--x_+=2\epsilon\,\frac{(\epsilon+A)(2\epsilon-A)-(\epsilon-A)(2\epsilon+A)}{4\epsilon^2-A^2}
=\frac{4\epsilon^2A}{4\epsilon^2-A^2}.$$

The numerator of the fraction reduced to $2\epsilon A$. Dividing by $g\mu_B$,

$$\Delta B=\frac{A/(g\mu_B)}{1-(A/2h\nu)^2}. \tag{6}$$

At 9.5 GHz, $A/(2h\nu)=1420.49/19000=0.07476$, whose square is 0.00559. Then

$$\Delta B=\frac{50.686\ \text{mT}}{1-0.00559}=50.97\ \text{mT}.$$

Diagonalizing the full Hamiltonian, proton Zeeman term included, puts the lines at 311.60 mT (proton up) and 362.57 mT (proton down). Their distance is also 50.97 mT. At this frequency one would therefore read about 51.0 mT off the field axis, and 50.7 mT is what remains after the correction in (6).

In the opposite direction, lower the frequency towards $h\nu=A$. Then $x_+$ goes to zero: the proton-up line reaches zero applied field, and (6) gives a separation of $\tfrac43A/(g\mu_B)$. Below that frequency this transition has no resonance at positive field, so (6) no longer applies.

At zero applied field the picture of a steady 16.7 T fails for two of the four states. The two antiparallel states are then mixed with equal weights, so $\langle S_z\rangle=0$ in each mixture and the mean field at the proton vanishes in them; the two parallel states keep $\langle S_z\rangle=\pm\tfrac12$ and the full field. The coupling energy doesn't vanish, because the two spins remain correlated. The levels are then a triplet at $A/4$ and a singlet at $-3A/4$, with a gap of $A$.

### A second state as a check on the reading

The normalized 2s density, with $r$ in units of $a_0$ and a fixed proton, is $(2-r)^2e^{-r}/(32\pi)$. At the origin this equals $1/(8\pi)$, one eighth of the 1s value, and the reduced-mass factor is the same. The field at the proton drops to 2.085 T and the high-field doublet to 6.336 mT. Their ratio is still 329.1, as (5) requires: the electronic state sets the density, and the two moments set the ratio.

### Which number is "the" hyperfine field?

Of the three numbers, the one that is an actual field at the nucleus is 16.7 T, and that is what I call the hyperfine field here. The 50.7 mT is a hyperfine splitting, that is, $A$ expressed in field units for the electron. When you meet a value in tesla, ask which moment it acts on and whether it belongs to one spin orientation or to the difference between two.

The values here leave out relativistic corrections, the finite size and structure of the proton, and radiative effects beyond the free-electron $g$. The coupling constant is thus the result of a model: it gives 1420.49 MHz against the measured 1420.41 MHz. The nonrelativistic constant 52.4 T is also limited to light nuclei. For a one-electron 1s state around a point nucleus, the Dirac equation multiplies the coupling by 1.00008 at $Z=1$, by 1.057 at $Z=26$ and by 1.93 at $Z=79$. The numerical output below lists the inputs and intermediate values.

## Table of computed values

```
Bohr magneton: 9.27401e-24 J/T
nuclear magneton: 5.05078e-27 J/T
vacuum permeability: 1.25664e-06 T m/A
Bohr radius: 5.29177e-11 m
fine-structure constant: 7.297353e-03
atomic unit of field: 2.35052e+05 T
electron g factor (size): 2.002319
proton g factor: 5.585695
electron/proton mass ratio: 5.446170e-04
reduced-mass density factor: 0.998368
field per density, atomic units: 2.23059e-04
field per bohr^-3, g = 2: 52.430 T
field per bohr^-3, free g: 52.491 T
1s density, fixed proton: 0.318310 bohr^-3
1s density, reduced mass: 0.317790 bohr^-3
1s field, fixed proton, g = 2: 16.689 T
1s field, fixed proton, free g: 16.708 T
1s field, reduced mass, free g: 16.681 T
A/h, fixed proton: 1422.81 MHz
A/h, reduced mass: 1420.49 MHz
A/(2h), proton shift frequency: 710.24 MHz
electron/proton moment ratio: 658.211
mean proton field at electron: 25.343 mT
doublet, fixed proton: 50.769 mT
doublet, reduced mass: 50.686 mT
1s field / doublet: 329.11
microwave frequency: 9.5 GHz
resonance field, proton up: 311.596 mT
resonance field, proton down: 362.567 mT
doublet at this frequency, full: 50.971 mT
same, closed formula: 50.971 mT
2s field: 2.085 T
2s doublet, high field: 6.336 mT
Biot-Savart factor, 1s: 0.666667
shrinking-proton factor, 1s: 0.66663
```
